# Total-energy distribution of field-emitted electrons at zero temperature, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From one channel to the width $d\ln 2$

### What goes wrong without the result

A cold metal tip emits electrons through a barrier thinned by a strong field. The transmission depends on the energy of motion normal to the surface, so one might take the energy spread of the beam to be the spread of that normal energy. For the emitter worked out in Part 2, this gives a full width at half maximum of 0.43 eV. An analyser that measures total energy would see, in the same model at zero temperature, 0.12 eV. The first number describes a different quantity, and it is too large by a factor of 3.5.

Total energy is what a spectrometer can recover. In a static field each electron conserves its total energy all the way to the detector, whereas the fields around a curved tip exchange normal and parallel motion. What is needed is therefore the current per unit total energy.

### Conventions

The surface is the plane perpendicular to $x$, and the barrier $V(x)$ depends on $x$ alone. Energies are measured from the bottom of the metal's conduction band. The Fermi energy is $E_F$, and the temperature is zero until Part 2 relaxes this. The positive number $e$ is the elementary charge. Current density is counted as positive when electrons leave the metal.

An electron of total energy $E$ and wave vector $\mathbf k_\parallel$ along the surface has the normal energy
$$W=E-\frac{\hbar^2k_\parallel^2}{2m},$$
where $m$ is the free-electron mass. The planar barrier conserves $\mathbf k_\parallel$, so the motion along $x$ is a one-dimensional problem at energy $W$. Its transmission probability is $D(W)$, the transmitted flux divided by the incident flux. I assume that $D$ depends on the state only through $W$.

Near the Fermi energy, $D$ rises steeply. The decay energy $d$ measures how steeply:
$$\frac1d=\left.\frac{d\ln D}{dW}\right|_{W=E_F}.$$
If $\ln D$ is close to linear over a few $d$ below $E_F$, then
$$D(W)=D_F\,e^{(W-E_F)/d},\qquad D_F=D(E_F).$$
This is the linear-exponent approximation. Part 2 measures its error.

### The simplest case: one channel

Keep only electrons with $\mathbf k_\parallel=0$, as in a wire with one transverse mode. Per unit length there are $2\,dk_x/2\pi$ states in $dk_x$, the 2 counting spin. Each carries the charge flux $e v_xD$, so the current is
$$I=2e\int\frac{dk_x}{2\pi}\,v_xD .$$
The group velocity is $v_x=(1/\hbar)\,dE/dk_x$, so $v_x\,dk_x=dE/\hbar$. A faster electron strikes the barrier more often, but fast states are spaced more widely in energy, and the two effects cancel. The current per unit energy is
$$\frac{dI}{dE}=\frac{2e}{2\pi\hbar}D(E)=\frac{e}{\pi\hbar}D(E),\qquad E<E_F,$$
and it is zero above $E_F$, where no states are occupied.

As a limit, set $D=1$ over a small interval $\Delta E=e\,\Delta U$, with $\Delta U$ a voltage. Then $I=(e^2/\pi\hbar)\Delta U$. Since $2\pi\hbar=h$, the conductance is $2e^2/h$, the known value for one open channel with two spins.

With the exponential $D$, the spectrum is an exponential that rises to $E_F$ and then drops vertically to zero. The upper half-maximum point is the vertical edge itself. The lower one satisfies $e^{(E-E_F)/d}=1/2$, that is, $E=E_F-d\ln2$. The width is already $d\ln2$ in one dimension. The question is whether summing over parallel momenta spoils it.

### Adding the parallel momenta

In three dimensions the current density per unit total energy is
$$j(E)=2e\int\frac{d^3k}{(2\pi)^3}\,v_xD(W)\,\delta(E-E_{\mathbf k}),$$
with the integral taken over states moving towards the surface, $v_x>0$. At fixed $\mathbf k_\parallel$ the relation $v_x\,dk_x=dE_{\mathbf k}/\hbar$ holds as before, because $v_x=(1/\hbar)\,\partial E_{\mathbf k}/\partial k_x$. The delta function then removes the energy integral:
$$j(E)=\frac{2e}{2\pi\hbar}\int\frac{d^2k_\parallel}{(2\pi)^2}D(W)
=\frac{e}{4\pi^3\hbar}\int d^2k_\parallel\,D(W).$$

The integrand depends on the length of $\mathbf k_\parallel$ but not on its direction. In polar coordinates $d^2k_\parallel=2\pi k_\parallel dk_\parallel=\pi\,d(k_\parallel^2)$. With the parallel energy $E_\parallel=\hbar^2k_\parallel^2/2m=E-W$, this becomes $d^2k_\parallel=(2\pi m/\hbar^2)\,dE_\parallel$. For a free-electron band, $E_\parallel$ runs from 0 to $E$, so $W$ runs from $E$ down to 0. The minus sign in $dE_\parallel=-dW$ is absorbed by reversing the limits:
$$j(E)=S\int_0^E D(W)\,dW,\qquad
S=\frac{e}{4\pi^3\hbar}\,\frac{2\pi m}{\hbar^2}=\frac{em}{2\pi^2\hbar^3}.$$

I call $S$ the supply constant. A limit checks its factors. For $D=1$ the total current density should equal $e$ times the one-way flux of a Fermi gas onto a wall. The formula gives
$$J=S\int_0^{E_F}E\,dE=\frac{S E_F^2}{2}
=\frac{em}{4\pi^2\hbar^3}\,\frac{\hbar^4k_F^4}{4m^2}=\frac{e\hbar k_F^4}{16\pi^2m}.$$
Kinetic counting gives one quarter of density times mean speed. The density is $k_F^3/3\pi^2$. The mean speed in a filled sphere is $\tfrac34\hbar k_F/m$, because the average of $k$ with weight $k^2$ is $(k_F^4/4)/(k_F^3/3)$. The product is
$$\frac e4\,\frac{k_F^3}{3\pi^2}\,\frac{3\hbar k_F}{4m}=\frac{e\hbar k_F^4}{16\pi^2m},$$
in agreement.

The formula also fixes where the maximum lies. Differentiating with respect to the upper limit gives $dj/dE=S\,D(E)>0$. For a free-electron band, the zero-temperature distribution therefore rises up to $E_F$ whatever the shape of $D$, and its maximum is at the Fermi edge.

### The exponential survives the sum

Insert the exponential transmission:
$$j(E)=SD_F\int_0^E e^{(W-E_F)/d}\,dW
=SdD_F\left[e^{(E-E_F)/d}-e^{-E_F/d}\right].$$
Taking out the first exponential gives
$$j(E)=SdD_F\,e^{(E-E_F)/d}\left(1-e^{-E/d}\right),\qquad E<E_F.$$

The last factor records the band bottom. If $E$ is many $d$ above the bottom, this factor is 1 to good accuracy, and
$$j(E)=\frac{emd}{2\pi^2\hbar^3}\,D_F\,e^{(E-E_F)/d}\quad(E<E_F),\qquad j(E)=0\quad(E>E_F).$$
Integrating an exponential returns the same exponential multiplied by $d$. The sum over parallel momenta changes the height of the spectrum and leaves its shape alone. The half-maximum condition is again $e^{(E-E_F)/d}=1/2$, and the full width at half maximum is
$$\Delta E=d\ln2 .$$

The extra factor $d$ has a direct meaning. At fixed $E$, the share of electrons with parallel energy $E_\parallel$ is proportional to $D(E-E_\parallel)$, hence to $e^{-E_\parallel/d}$. Its mean is $d$. The barrier passes electrons that spend little energy on sideways motion, and $d$ sets how much they can afford.

### The band bottom as a limit

For this exponential $D$ the width can be found without assuming a deep band. The half-maximum energy $E_h$ obeys
$$e^{E_h/d}-1=\tfrac12\left(e^{E_F/d}-1\right),$$
because the common factor $e^{-E_F/d}$ cancels. Adding 1 to both sides gives $e^{E_h/d}=\tfrac12(1+e^{E_F/d})$. Therefore
$$\Delta E=E_F-E_h=E_F-d\ln\frac{e^{E_F/d}\left(1+e^{-E_F/d}\right)}{2}
=d\left[\ln2-\ln\left(1+e^{-E_F/d}\right)\right].$$

For $E_F\gg d$ the second logarithm vanishes and $d\ln2$ returns. For $E_F\ll d$ the transmission is nearly constant across the band. Then $\ln(1+e^{-E_F/d})\approx\ln2-E_F/2d$, so $\Delta E\approx E_F/2$. This agrees with the linear spectrum $j\propto E$ found for constant $D$, which falls to half its edge value at $E_F/2$.

In between, take $E_F=3d$. Then $e^{-3}=0.04979$, its contribution is $\ln1.04979=0.04859$, and the width is $0.69315d-0.04859d=0.64456d$. Finding the half-maximum numerically from an integral over the directions of motion, without using the closed formula, gives $0.64456d$.

### The total current

For a deep band, the area under the spectrum is
$$J=SdD_F\int_{-\infty}^{E_F}e^{(E-E_F)/d}\,dE=Sd^2D_F .$$
Replacing the lower limit 0 by $-\infty$ costs a relative error of order $e^{-E_F/d}$, up to a factor of order $E_F/d$. The normalized spectrum is $j/J=(1/d)e^{(E-E_F)/d}$. The mean energy of the emitted electrons lies $d$ below the Fermi energy, since the mean of an exponential distribution equals its decay constant. Both the sideways energy and the depth below the edge thus average to $d$.

### The normal-energy distribution is different

The same current can be sorted by $W$ instead. In the double integral for $J$, the region is $0<W<E<E_F$. Doing the $E$ integral first at fixed $W$ gives
$$J=S\int_0^{E_F}dW\,D(W)\int_W^{E_F}dE
=S\int_0^{E_F}(E_F-W)D(W)\,dW .$$
The factor $E_F-W$ counts the parallel energies available at this $W$. It vanishes at the Fermi edge: an electron with $W=E_F$ would have no parallel energy left, and such states fill no area in the $\mathbf k_\parallel$ plane.

With $s=(E_F-W)/d$, the distribution of normal energy is proportional to $se^{-s}$. Its derivative is $(1-s)e^{-s}$, so the peak lies at $s=1$, one $d$ below the edge. Half maximum requires $se^{-s}=e^{-1}/2$, or $se^{1-s}=1/2$. The two roots of this equation are $2.446$ apart. The normal-energy width is therefore $2.446d$, compared with $0.693d$ for total energy, a ratio of 3.53. This is the source of the error in the opening example.

### When the band is not free

The cancellation of velocity against level spacing did not use the free-electron relation. That relation entered through the range of $\mathbf k_\parallel$. Consider an isotropic band $E=\hbar^2k^2/2m_b$ with $m_b\le m$, and keep the assumption that $D$ depends only on $W$. At energy $E$, the largest parallel wave vector obeys $k_\parallel^2=2m_bE/\hbar^2$. Outside the metal it costs the energy $\hbar^2k_\parallel^2/2m=(m_b/m)E$. Hence
$$j(E)=S\int_{E(1-m_b/m)}^{E}D(W)\,dW
=SdD_F\,e^{(E-E_F)/d}\left(1-e^{-m_bE/md}\right).$$
The free mass stays in $S$, because it converts $k_\parallel$ into normal energy in vacuum. The band mass moves only the cutoff. For $m_bE_F/m\gg d$ the width is again $d\ln2$.

A sufficient condition is now visible: at energies within a few $d$ of $E_F$, the metal supplies all $\mathbf k_\parallel$ with parallel energies up to several $d$. It is not a necessary one. If only part of this range is supplied, but the same part at every $E$, the integral of $e^{(E-E_\parallel-E_F)/d}$ over $E_\parallel$ is still proportional to $e^{E/d}$, and the width stays $d\ln2$. The single channel is the extreme case. The width can change when the edge of the supplied range moves with energy, as at a gap near $\mathbf k_\parallel=0$ whose edge depends on $E$. A transmission that changes sharply through a surface resonance breaks the exponential law itself.

An explicit count of plane waves tests the supply factor. In units with $\hbar=m=d=1$, take $E_F=5$ and divide the range of each wave-vector component into 150 cells. Summing the flux of every state with $4<E<5$ reproduces the formula to a relative error of $9.1\times10^{-5}$ for $m_b=m$ and $1.3\times10^{-4}$ for $m_b=0.6m$. These errors scatter with the grid: for 130 to 160 cells they reach about $4\times10^{-4}$. Sorting the occupied states by normal energy in the window $2.22<W<3.76$ reproduces the factor $(E_F-W)$ to $5.5\times10^{-5}$.

## Part 2. The decay energy of a barrier and the limits of the law

### What is carried over

Energies are measured from the band bottom. $E$ is the total energy, $W$ the normal energy, and $D(W)$ the transmission, with $D_F=D(E_F)$. The decay energy is defined by $1/d=d\ln D/dW$ at $E_F$, and the supply constant is $S=em/2\pi^2\hbar^3$. For a free-electron band, Part 1 gave $j(E)=S\int_0^ED\,dW$ below $E_F$. With linear $\ln D$ and a deep band, this becomes
$$j(E)=SdD_Fe^{(E-E_F)/d},\qquad \Delta E=d\ln2,\qquad J=Sd^2D_F .$$
What remains is to find $d$ for a barrier, and then to see how far the width moves when each assumption is relaxed.

The example has work function $\phi=4.5$ eV, surface field $F=4$ V/nm (40 MV/cm) and $E_F=10$ eV. These are round model values. The force on an electron is $eF=4$ eV/nm. It is convenient to write $A=\hbar^2/2m=0.03810$ eV nm².

### The decay energy as a traversal time

In the leading semiclassical (WKB) approximation, $D=e^{-G}$ with
$$G(W)=2\int_{x_1}^{x_2}\kappa\,dx,\qquad \kappa=\frac{\sqrt{2m(V-W)}}{\hbar},$$
where $x_1$ and $x_2$ bound the forbidden region. Differentiating the integrand gives $\partial\kappa/\partial W=-m/\hbar^2\kappa$. Moving a turning point adds nothing, because $\kappa=0$ there. An end fixed by a vertical step, as at the surface of the triangular barrier below, does not move with $W$ and adds nothing either.

The differentiated integrand diverges at a turning point, so exchanging derivative and integral needs a reason. Raise $W$ by $\eta>0$. Where $V-W>\eta$, the difference quotient of $\sqrt{V-W}$ has the magnitude
$$\frac{1}{\sqrt{V-W}+\sqrt{V-W-\eta}}\le\frac1{\sqrt{V-W}}.$$
Where $0<V-W<\eta$, it is $\sqrt{V-W}/\eta$, which obeys the same bound. For a barrier that crosses $W$ with nonzero slope, this bound has a finite integral. The limit may then be taken inside, and
$$\frac1d=-\frac{dG}{dW}=\frac{2}{\hbar}\int_{x_1}^{x_2}\frac{m}{\hbar\kappa}\,dx=\frac{2\tau}{\hbar},
\qquad d=\frac{\hbar}{2\tau}.$$

Here $\tau$ is the integral of $dx$ divided by the speed $\hbar\kappa/m$, taken at $W=E_F$. It is called the semiclassical traversal time. In this derivation it is a measure of how sensitive the exponent is to energy. A barrier with a long $\tau$ selects energies sharply and gives a narrow spectrum.

For a deep band and an exponential transmission, the zero-temperature total-energy spectrum has the width $d\ln2$, and in the WKB approximation the decay energy is $d=\hbar/2\tau$. What remains is to evaluate $d$ for specific barriers and to see how far the width moves when the assumptions are relaxed.

Numbers in the example were calculated in double precision.
